# Does the Scherrer formula give the diameter of a spherical grain?

**Question**

I am modelling a nanocrystalline CdTe film as a powder of identical spherical grains, 20 nm in diameter and free of strain. I want to predict the width of the 111 X-ray peak and then recover the grain size with the Scherrer formula

$$L=\frac{K\lambda}{\beta\cos\theta}.$$

I use the integral breadth $\beta$, which is peak area divided by peak height, and set $K=1$. Should $L$ come out as 20 nm? If not, what length does it measure, and how do I get the diameter from it? I would also like to know how far the answer can be trusted for a real film.

**Answer**

With those choices $L$ is not the diameter. It is an average length of the crystal measured along the scattering vector, and a sphere is shorter than its diameter along almost every line in that direction. The average can be worked out from the diffraction peak itself.

I assume that each grain is one perfect crystal, that the grains are randomly oriented and scatter independently, that each X-ray is scattered at most once (kinematic scattering), and that instrument broadening has been removed. Angles in the formulas are in radians.

**From the peak to a length**

Let $s=2\sin\theta/\lambda$, let $g$ be the value of $s$ at the Bragg peak, and let $\delta=s-g$. Near a reciprocal-lattice point, at a small vector $\mathbf q$ from it, the amplitude of one grain is proportional to $\int e^{2\pi i\mathbf q\cdot\mathbf r}\,d^3r$ over its volume. Squaring this gives a double integral over pairs of points. Grouping the pairs by their separation $\mathbf r$ gives

$$|A(\mathbf q)|^2\propto\int V(\mathbf r)\,e^{2\pi i\mathbf q\cdot\mathbf r}\,d^3r,$$

where $V(\mathbf r)$ is the volume shared by the grain and a copy of it shifted by $\mathbf r$.

A powder contains all orientations. At fixed $s$ it therefore averages the intensity over a sphere of radius $s$ in the reciprocal space of the grain. Close to the Bragg point, and for a peak narrow compared with $g$, this sphere is nearly a plane normal to $\mathbf g$ at distance $\delta$ from the point. Integrating over the two components of $\mathbf q$ in that plane leaves only shifts $t$ along $\mathbf g$:

$$I(\delta)=C\int_{-\infty}^{\infty}V(t)\cos(2\pi\delta t)\,dt .$$

The sine part has vanished because $V(t)=V(-t)$. The height is $I(0)=C\int V(t)\,dt$. For the area, $\int e^{2\pi i\delta t}\,d\delta$ is a delta function at $t=0$, so the area is $C\,V(0)$. The integral breadth on the $s$ axis is thus

$$\beta_s=\frac{V(0)}{\int V(t)\,dt}.$$

Now cut the grain into thin columns parallel to $\mathbf g$, with length $T$ and cross-section $dA$. A column shifted by $t$ along itself overlaps its original over a length $T-|t|$ if $|t|<T$, and not at all otherwise. Since

$$\int_{-T}^{T}(T-|t|)\,dt=T^2,$$

the height integral is $\int T^2\,dA$, while $V(0)=\int T\,dA$ is the volume. Therefore

$$L\equiv\frac1{\beta_s}=\frac{\int T^2\,dA}{\int T\,dA}.$$

This is the mean column length with each column weighted by its volume. To return to the measured angle, differentiate $s$: $ds=(2\cos\theta/\lambda)\,d\theta=(\cos\theta/\lambda)\,d(2\theta)$. A breadth $\beta$ in $2\theta$ is then $\beta_s=\beta\cos\theta/\lambda$, and

$$L=\frac{\lambda}{\beta\cos\theta}.$$

So $K=1$ is the correct constant for the volume-weighted column length of any convex grain. The shape enters when $L$ is turned into a dimension of the grain.

**The sphere**

A column at distance $\rho$ from the central axis has $T=2\sqrt{D^2/4-\rho^2}$, so $T^2=D^2-4\rho^2$. Differentiating gives $2T\,dT=-8\rho\,d\rho$. The ring area $2\pi\rho\,d\rho$ is therefore $(\pi/2)\,T\,dT$ in magnitude, with $T$ running from 0 to $D$. The two integrals are

$$\int T^2dA=\frac\pi2\int_0^D T^3dT=\frac{\pi D^4}{8},\qquad
\int T\,dA=\frac\pi2\int_0^D T^2dT=\frac{\pi D^3}{6}.$$

Their ratio is

$$L=\frac{\pi D^4/8}{\pi D^3/6}=\frac34D .$$

The diameter follows as

$$D=\frac43L=\frac{4}{3}\,\frac{\lambda}{\beta\cos\theta}.$$

If every column counted by its cross-section alone, the mean would be the volume divided by the projected area, $(\pi D^3/6)/(\pi D^2/4)=2D/3$. Weighting by volume favours the long central columns and raises this to $3D/4$. It cannot raise it to $D$, because only the central line has that length.

Compare a flat plate with $\mathbf g$ along its normal. Apart from its edges, all columns have the same length, so this one reflection gives the plate thickness directly with $K=1$. A powder peak, however, collects all equivalent directions. If the plate normal is one of the four 111 directions, the other three are inclined to it by $70.5^\circ$, and their columns are three times as long in a very wide plate. The powder 111 peak then gives $L=(1+3\times3)/4=2.5$ times the thickness. For a cube with $\{100\}$ faces, all the directions in the 200 peak lie along edges, so with $K=1$ and the full peak area that peak gives the edge length, to within about 3% for a 20 nm cube. The small error comes from replacing the spherical average by a plane. A sphere has the same column lengths in every direction, so this complication does not arise.

**Your numbers**

As inputs for the example I set the lattice parameter to 0.648 nm and the wavelength to 0.154 nm. They fix the peak position and the breadth in degrees, but the relation $L=3D/4$ does not depend on them. For the 111 reflection, $g=\sqrt3/0.648=2.673$ nm$^{-1}$, which puts the peak at $2\theta=23.75^\circ$ with $\cos\theta=0.9786$. With $L=0.75\times20=15$ nm,

$$\beta=\frac{0.154}{15\times0.9786}=0.01049\ \text{rad}=0.601^\circ .$$

The Scherrer formula with $K=1$ turns this breadth back into 15 nm, and the factor $4/3$ restores 20 nm.

The derivation replaced a spherical average by a plane and a lattice by a continuous solid. Both steps can be tested by building the grain from lattice points. I filled a 20 nm sphere with the 61,655 points of the fcc lattice, one unit scatterer per CdTe formula unit, and summed over all pairs with the Debye formula

$$I(s)=\sum_{i,j}\frac{\sin(2\pi s r_{ij})}{2\pi s r_{ij}},$$

which is the exact orientation average for these points. To read $L$ from it, note that the average over directions is the plane integral divided by $4\pi g^2$, and that eight 111-type points contribute. With $N$ points and volume $v$ per point, the height is $I(g)=8NL/(4\pi g^2v)$. The summed height gives $L=15.02$ nm, in agreement with $3D/4$ and far from 20 nm.

**If you use the width at half height**

The full width at half maximum (FWHM) needs a different constant, because it depends on the profile and not just on its area and height. The overlap of two spheres follows from the same column distribution:

$$V(t)=\frac\pi2\int_t^D(T-t)\,T\,dT=\frac{\pi D^3}{6}\left(1-\frac{3t}{2D}+\frac{t^3}{2D^3}\right),\quad 0\le t\le D.$$

Put $u=t/D$, $w=2\pi\delta D$ and $f(u)=1-\tfrac32u+\tfrac12u^3$. The profile is proportional to $J(w)=\int_0^1 f\cos(wu)\,du$. Here $f(1)=0$, $f'(1)=0$, $f'(0)=-\tfrac32$ and $f''=3u$. The first integration by parts has no boundary term, and the second has one at $u=0$:

$$J=-\frac1w\int_0^1f'\sin(wu)\,du=\frac{3}{2w^2}-\frac{3}{w^2}\int_0^1u\cos(wu)\,du .$$

The last integral is $\sin w/w-(1-\cos w)/w^2$. Dividing by $J(0)=1-\tfrac34+\tfrac18=\tfrac38$ gives

$$\frac{I(\delta)}{I(0)}=\frac4{w^2}\left[1-\frac{2\sin w}{w}+\frac{2(1-\cos w)}{w^2}\right].$$

Solving numerically for the value one half gives a full width of $1.107/D$ on the $s$ axis, or $0.499^\circ$ in your example. The constant that returns the diameter from this width is therefore 1.107. Putting $K=0.9$ with it gives $0.9\times20/1.107=16.3$ nm, which is neither the diameter nor the volume-weighted column length.

The formula also shows a practical difficulty with the integral breadth. Far from the peak the profile falls as $4/w^2=1/(\pi\delta D)^2$, so its tails hold appreciable area. If you integrate only over $|\delta|<W$, the lost area on the two sides is about $2/(\pi^2D^2W)$. Relative to the full area $4/(3D)$, this is a fraction

$$\frac{3}{2\pi^2DW}.$$

For $W=0.2$ nm$^{-1}$ it is 3.8%, and the sphere profile then gives $L=15.6$ nm. The Debye sum over the same window gives 15.5 nm. The tail of the neighbouring 200 peak is large enough to account for this small difference. That peak lies 0.413 nm$^{-1}$ away and has six reciprocal-lattice points instead of eight. By the same tail formula it adds about
$$\frac68\,\frac1{\pi^2D^2}\left(\frac1{0.213}-\frac1{0.613}\right)\approx0.0006\ \text{nm}^{-1}$$
to the area in the window, which is about 0.9% of it. This correction belongs to the model with one scatterer per formula unit. In real CdTe the waves from Cd and Te nearly cancel at 200, so that peak is very weak and its tail is negligible.

**Unequal spheres can hide the factor**

In a mixture of sizes, areas and heights add separately. A sphere contributes area in proportion to $D^3$ and height in proportion to $D^3\times\tfrac34D$, so

$$L=\frac34\,\frac{\langle D^4\rangle}{\langle D^3\rangle},$$

where the averages count grains by number. For a lognormal distribution with median $D_m$ and logarithmic width $\sigma$, $\langle D^n\rangle=D_m^n e^{n^2\sigma^2/2}$. The ratio of moments is $D_me^{(16-9)\sigma^2/2}=D_me^{7\sigma^2/2}$, while the mean diameter is $D_me^{\sigma^2/2}$. Hence

$$\frac{L}{\langle D\rangle}=\frac34e^{3\sigma^2}.$$

Keep the mean diameter at 20 nm and let $\sigma=0.3$. Then $L=19.65$ nm, which looks like a direct measurement of the mean diameter. Equality occurs at $\sigma=\sqrt{\ln(4/3)/3}=0.31$. The agreement is a coincidence: the large grains, which dominate the diffracted intensity, have offset the factor $3/4$. Agreement with a mean diameter counted in a microscope therefore does not show that $L$ is a diameter, and multiplying by $4/3$ would here overestimate the mean.

**What a real CdTe film changes**

A grain size of 20 nm belongs to a nanocrystalline film. Grains in CdTe solar-cell absorbers are far larger, roughly a micrometre. Since the breadth varies as $1/D$, a sphere of 1000 nm would give $0.601^\circ\times20/1000=0.012^\circ$, well below a rough instrument breadth of $0.1^\circ$. The method is then of little use for the grain size. If a film has columnar grains and preferred orientation, the column length must be worked out for the actual shape and direction of $\mathbf g$.

For the 20 nm spheres, three neglected sources of broadening have modest effects when each is added alone:

- A Gaussian instrument breadth of $0.1^\circ$, left uncorrected, lowers $L$ from 15 to 14.75 nm.
- Suppose each grain is uniformly strained, with strains spread evenly between $-0.2\%$ and $+0.2\%$. Bragg's law gives a shift of magnitude $2\varepsilon\tan\theta$ for strain $\varepsilon$, so the total spread is $4\times0.002\times\tan\theta$, or $0.096^\circ$. Ignoring it gives 14.9 nm.
- An unresolved wavelength doublet with a splitting of 0.25% and intensities 2:1 also gives 14.9 nm.

These magnitudes are rough assumptions, and larger ones can matter: strains spread evenly between $-1\%$ and $+1\%$ would smear the peak over $0.48^\circ$, which is not narrow compared with its own breadth. The effects listed here are small because the top of the sphere profile is rounded: for small $w$ it is $1-w^2/18$, so a narrow smearing with short tails, like the three above, lowers the height only at second order in its width. For such a smearing, breadths should not simply be subtracted. The uncorrected instrument case has a breadth of $0.601^\circ\times15/14.75=0.611^\circ$. Subtracting $0.1^\circ$ from it would leave $0.511^\circ$ and give $L\approx17.6$ nm, a larger error than making no correction. A smearing with long tails behaves differently, and real instrument profiles usually have some Lorentzian character. A Lorentzian of integral breadth $b$ on the $s$ axis multiplies $V(t)$ by $e^{-2b|t|}$, which lowers $L$ at first order in $b$. For $0.1^\circ$, $b=0.0111$ nm$^{-1}$ and $L$ falls to 13.4 nm, a breadth of $0.674^\circ$; subtracting $0.1^\circ$ then gives 15.7 nm, which is closer to the truth than no correction. The shape of the instrument profile, and not only its breadth, has to be known.

Twins inside the grains can matter more. Take a twin plane through the centre of the sphere, with the two halves related by a half-turn about the plane's normal $\mathbf n$. The half-turn carries $\mathbf g$ to $2(\mathbf g\cdot\mathbf n)\mathbf n-\mathbf g$. For $\mathbf g$ along $[111]$ and $\mathbf n$ along $[11\bar1]$, the indices become $(-\tfrac13,-\tfrac13,-\tfrac53)$, which is not a reciprocal-lattice point. The two halves therefore do not reinforce each other at this reflection, and each acts as a separate hemisphere. Its plane normal makes an angle of $70.5^\circ$ with $\mathbf g$, and summing its columns gives $L=12.5$ nm.

If $\mathbf n$ is parallel to $\mathbf g$, the half-turn leaves all positions along $\mathbf g$ unchanged. The scattering phase depends on those positions, so the whole sphere stays coherent and $L=15$ nm. Of the four 111 directions in a half, three are inclined to the twin normal and one is parallel to it. The full powder peak therefore has $L=(3\times12.5+15)/4\approx13.1$ nm, since heights add for equal areas. The outer diameter is still 20 nm, but the factor $4/3$ would now report 17.5 nm. It converts $L$ to a grain diameter only if the grain is a single coherent crystal.

The distinction carries over to grain-boundary estimates. A sphere has surface area $6/D$ per unit volume, which is 0.30 nm$^{-1}$ here. Using $L$ in place of $D$ gives 0.40 nm$^{-1}$, an overestimate of one third. In a dense film each boundary is shared by two grains, which halves both numbers and leaves their ratio unchanged. For a film model that depends on boundary area, first correct the peak for instrument and strain broadening, then decide whether the assumptions of spherical shape, equal sizes and absence of twins and stacking faults are justified. If they are, use $4L/3$; if they are not, report $L$ as an effective length and measure the grain diameter separately. With stacking faults $L$ need not be a column length at all, because the parts of a grain on either side of a fault can scatter into the same peak with a phase difference.

The main computed values are listed in the numerical output; the remaining figures follow from the formulas given above, except the 3% for the cube, which needs the full spherical average of its intensity.

## Values computed for the example and the checks

```
Sphere diameter D: 20.0 nm
CdTe lattice parameter (rough): 0.648 nm
X-ray wavelength (rough): 0.154 nm
Reciprocal length g of 111: 2.6729 1/nm
Peak position 2 theta: 23.75 deg
cos(theta): 0.9786 (no unit)
Scherrer length 3D/4: 15.00 nm
L from column sums: 15.000 nm
L from squared amplitude: 15.000 nm
Area-mean column length: 13.333 nm
Integral breadth, formula: 0.01049 rad
Integral breadth, formula: 0.601 deg
Integral breadth, direct: 0.598 deg
Diameter from direct breadth, K=4/3: 20.09 nm
FWHM constant referred to D: 1.1067 (no unit)
FWHM in 2 theta: 0.499 deg
Length from FWHM with K=0.9: 16.27 nm
Lattice points in Debye sphere: 61655 points
L from Debye peak height: 15.02 nm
FWHM from Debye sum: 0.0554 1/nm
FWHM from sphere profile: 0.0553 1/nm
Integration half-window: 0.20 1/nm
L from windowed Debye area: 15.46 nm
L from windowed sphere profile: 15.59 nm
Lognormal sigma in example: 0.30 (no unit)
L for lognormal sizes, mean D kept: 19.65 nm
Sigma at which L equals mean D: 0.3097 (no unit)
Instrument breadth (rough): 0.10 deg
L with instrument uncorrected: 14.75 nm
Strain half-spread (rough): 0.20 percent
Strain width: 0.096 deg
L with strain spread ignored: 14.88 nm
Doublet relative splitting (rough): 0.25 percent
L with doublet ignored: 14.87 nm
Twin normal to g angle: 70.53 deg
L with inclined central twin: 12.50 nm
Surface per volume, true 6/D: 0.300 1/nm
Surface per volume, mistaken 6/L: 0.400 1/nm
```
